\section*{Why oxygen in a sulfur vacancy can clear gap states without doping}

\section{The empty site}

\textbf{Q:} I have a monolayer of MoS$_2$ type with sulfur vacancies. Before we put anything into them, what does a vacancy leave behind?

\textbf{A:} It leaves three metal orbitals that have lost their bonding partner. I shall use a one-electron model with orthogonal orbitals, a neutral and spin-paired site, and threefold symmetry. Each Mo atom has one nonbonding $d$ orbital and six bond hybrids, one pointing to each sulfur neighbour. Each sulfur has three $p$ orbitals and three Mo neighbours; its filled $s$ shell is treated as inert.

The electrons are counted as follows. Mo has six valence electrons. Two fill the nonbonding orbital, and the other four are shared by six hybrids, so each bond receives $4/6=2/3$ of an electron from the metal. Sulfur has four $p$ electrons for three bonds, or $4/3$ per bond. The sum, $2/3+4/3=2$, is one electron pair per bond. Removing a neutral sulfur atom takes away its four $p$ electrons and leaves
\begin{equation}
3\times\frac{2}{3}=2
\end{equation}
electrons in the three dangling hybrids $h_1,h_2,h_3$.

\textbf{Q:} Where do those two electrons sit in energy?

\textbf{A:} Take the hybrid energy as zero, and let two hybrids facing the same site be coupled by $-t$, with $t>0$. For a state $\sum_i v_ih_i$ the Schr\"odinger equation is
\begin{equation}
E v_i=-t\sum_{j\neq i}v_j=-t\Big(\sum_j v_j-v_i\Big).
\end{equation}
The symmetric combination has equal $v_i$, so the bracket is $2v_i$. The other two combinations have $\sum_jv_j=0$, so the bracket is $-v_i$. Hence
\begin{equation}
\varepsilon_a=-2t,\qquad \varepsilon_e=+t .
\end{equation}
These are a single level of symmetry $a_1$ and a degenerate pair of symmetry $e$. Each orbital level holds two electrons, so $a_1$ is filled and the $e$ pair is empty. If these energies fall between the band edges, the vacancy has a filled deep level and two empty ones. The empty pair can trap electrons.

\section{Putting oxygen in}

\textbf{Q:} Now one oxygen atom takes the vacant place. What does it do to these levels?

\textbf{A:} It brings three $p$ orbitals, and these match the three dangling combinations one to one. Let $\mathbf u_i$ be the unit vector from the site to metal $i$. A $p_\alpha$ orbital couples to a hybrid through its component along the bond:
\begin{equation}
\langle h_i|H|p_\alpha\rangle=V u_{i\alpha}.
\end{equation}
Let $c=\mathbf u_i\cdot\mathbf u_j$ for $i\ne j$ be the cosine of the metal--chalcogen--metal angle. The matrix of scalar products, $G_{ij}=\mathbf u_i\cdot\mathbf u_j$, has ones on the diagonal and $c$ elsewhere. Acting on the combinations above, it gives
\begin{equation}
\sum_jG_{ij}v_j=(1-c)v_i+c\sum_jv_j=f_\Gamma v_i,\qquad
f_a=1+2c,\quad f_e=1-c .
\end{equation}
For each normalized combination $v$, define its partner on the oxygen atom,
\begin{equation}
|p_v\rangle=\frac{1}{\sqrt{f_\Gamma}}\sum_{i\alpha}v_iu_{i\alpha}|p_\alpha\rangle .
\end{equation}
Its norm is $\sum_{ij}v_iG_{ij}v_j/f_\Gamma=1$. Its coupling to a combination $v'$ is
\begin{equation}
\langle v'|H|p_v\rangle=\frac{V}{\sqrt{f_\Gamma}}\sum_{ij}v'_iG_{ij}v_j
=V\sqrt{f_\Gamma}\sum_i v'_iv_i .
\end{equation}
This equals $V\sqrt{f_\Gamma}$ for $v'=v$ and vanishes for an orthogonal $v'$. The six-orbital problem therefore separates into three two-orbital problems. None of the $p$ orbitals is left over, provided $f_a$ and $f_e$ are both nonzero. A planar site, with $c=-1/2$, would violate this because $f_a=0$: the $p$ orbital normal to the plane could not bond.

\textbf{Q:} So each dangling level splits into two?

\textbf{A:} Yes. With oxygen $p$ energy $\varepsilon_p$, each pair obeys
\begin{equation}
P_\Gamma(E)\equiv(E-\varepsilon_\Gamma)(E-\varepsilon_p)-f_\Gamma V^2=0,
\end{equation}
and solving the quadratic gives
\begin{equation}
E_\pm=\frac{\varepsilon_\Gamma+\varepsilon_p}{2}\pm
\sqrt{\Big(\frac{\varepsilon_\Gamma-\varepsilon_p}{2}\Big)^2+f_\Gamma V^2}.
\label{eq:levels}
\end{equation}
The lower level is bonding and the upper one antibonding. The old gap level no longer exists as a separate state; its weight is divided between the two.

\textbf{Q:} That alone doesn't tell me the gap is clean. When is it?

\textbf{A:} We need $E_-$ below the valence edge $E_v$ and $E_+$ above the conduction edge $E_c$. The parabola $P_\Gamma$ opens upwards, so it is negative between its roots and nowhere else. Both band edges lie between the roots if and only if $P_\Gamma$ is negative at both, that is,
\begin{equation}
f_\Gamma V^2>(E-\varepsilon_\Gamma)(E-\varepsilon_p)
\quad\text{at } E=E_v \text{ and } E=E_c,
\label{eq:clear}
\end{equation}
for $\Gamma=a_1$ and $\Gamma=e$. When $\varepsilon_p<E_v<\varepsilon_\Gamma<E_c$, the right-hand side is negative at $E_v$, and the demanding condition is the one at $E_c$. Clearing the gap thus needs a minimum coupling. Having the same number of valence electrons as sulfur is not enough.

\section{Counting carriers}

\textbf{Q:} Then what does being isovalent with sulfur buy me?

\textbf{A:} It fixes the filling. Oxygen brings four $p$ electrons and the dangling hybrids hold two. The six electrons fill the three bonding levels and leave the three antibonding levels empty. No electron has to enter the conduction band, and no place is left open in the valence band.

The same argument works in the full crystal. Deform the sulfur atom gradually into oxygen by changing its $p$ energy and coupling. The energy levels move continuously, so the number below mid-gap can change only if a level crosses mid-gap. If none does, the oxygen-filled crystal has as many valence levels as the perfect one. It also has as many electrons, so it has no carriers at zero temperature.

\textbf{Q:} Suppose the coupling is too weak and a level stays in the gap. Would oxygen then dope the layer?

\textbf{A:} Not at zero temperature, as long as the dangling levels stay inside the gap. Let $V$ become small with $\varepsilon_p$ well below the valence edge. The three oxygen levels take all six electrons, and the three dangling levels stay in the gap, now all empty. At zero temperature there are still no free carriers. At finite temperature the emptied $a_1$ level takes electrons from the valence band and acts as an acceptor. In the model layer below, with $V_{\rm O}=1.0$ eV, it lies $0.76$ eV above the valence edge, and one such site per 36 cells gives fewer than $10^{8}$ holes per cm$^2$ at 300 K. An empty level about $0.1$ eV above the edge would give of order $10^{13}$. The electron count fixes the filling at zero temperature; the absence of doping also needs a coupling strong enough to lift the $a_1$ level well away from the valence edge.

The limit $V\to0$ should not be taken literally. It puts two extra electrons on a detached oxygen atom, because the model ignores the energy cost of charging it. The model is meant for a bonded atom.

\textbf{Q:} And if the substituent has one $p$ electron fewer, or one more?

\textbf{A:} Keep the orbitals and their energies fixed and change only the count. With three $p$ electrons, five electrons face six bonding places, which leaves one hole on the valence side. With five, the seventh electron must go to a conduction-side level. Whether that hole or electron is free or bound to the charged impurity depends on Coulomb attraction, which is not in the model. For oxygen there is no surplus charge to bind or release.

\section{Why oxygen resembles sulfur}

\textbf{Q:} Oxygen's $p$ level is much deeper than sulfur's. Why should the host not notice?

\textbf{A:} Look at the site from the metal side. Let $a$ be the amplitude on a dangling combination and $b$ that on its $p$ partner. Then
\begin{align}
(E-\varepsilon_p)b&=V\sqrt{f_\Gamma}\,a,\\
(E-\varepsilon_\Gamma)a&=V\sqrt{f_\Gamma}\,b .
\end{align}
Solving the first for $b$ and inserting it in the second gives
\begin{equation}
E=\varepsilon_\Gamma+\Sigma_\Gamma(E),\qquad
\Sigma_\Gamma(E)=\frac{f_\Gamma V^2}{E-\varepsilon_p}.
\end{equation}
For gap energies above $\varepsilon_p$, $\Sigma_\Gamma$ is positive: the filled site pushes the metal combination upwards. A vacancy lacks this push, which is why its levels drop out of the conduction region into the gap.

The host sees the atom through the ratio $V^2/(E-\varepsilon_p)$. Oxygen's deeper level enlarges the denominator and weakens the push. Its shorter bond to the metal enlarges $V$ and strengthens it. If the metal atoms stay in place, a shorter bond also opens the bond angle, which lowers $f_a$ and raises $f_e$. I leave this out and use one angle for both atoms. At a given energy they then act alike if
\begin{equation}
\frac{V_{\rm O}^2}{E-\varepsilon_{\rm O}}=\frac{V_{\rm S}^2}{E-\varepsilon_{\rm S}} .
\label{eq:match}
\end{equation}

\textbf{Q:} My vacancy sits in a crystal, not in a six-orbital molecule. Does the argument survive?

\textbf{A:} The elimination does. Let $H_v$ be the Hamiltonian of the crystal with the vacancy, and let $\psi$ be the part of the state outside the oxygen atom. The equations become
\begin{align}
(E-H_v)\psi&=V\sqrt{f_\Gamma}\,b\,|v\rangle,\\
(E-\varepsilon_p)b&=V\sqrt{f_\Gamma}\,\langle v|\psi\rangle .
\end{align}
If $E$ is not a level of $H_v$, the first equation can be inverted. Substitution into the second and division by $b\neq0$ give
\begin{equation}
E-\varepsilon_p=f_\Gamma V^2g_\Gamma(E),\qquad
g_\Gamma(E)=\langle v|(E-H_v)^{-1}|v\rangle .
\label{eq:embedded}
\end{equation}
The isolated site is the approximation $g_\Gamma=1/(E-\varepsilon_\Gamma)$. The crystal shifts the numbers, but oxygen still enters through the same ratio.

\section{Numbers for a model layer}

\textbf{Q:} Show me a case with numbers.

\textbf{A:} I take round parameters; they illustrate the mechanism and do not predict MoS$_2$ levels. The $p$ energies are $-3.0$ eV for sulfur and $-5.0$ eV for oxygen, with couplings $2.5$ and $3.0$ eV. The bond angle is $80^\circ$, so $c=0.174$, $f_a=1.347$ and $f_e=0.826$. Hybrids facing one chalcogen are coupled by $-t=-0.20$ eV and hybrids on one metal by $-0.10$ eV. The nonbonding $d$ level is at $-1.00$ eV, with hopping $-0.05$ eV to neighbouring metals. It couples by $0.10$ eV to each hybrid of another metal that points to a shared chalcogen.

The perfect crystal has $E_v=-0.870$ eV and $E_c=1.018$ eV, a gap of $1.89$ eV. In a $6\times6$ supercell the vacancy gives a filled $a_1$ level at $-0.367$ eV and an empty $e$ pair at $0.174$ eV. The isolated site gives $-0.40$ and $0.20$ eV. More than $90\%$ of each state lies on the three dangling hybrids, so the simple picture identifies them correctly. A $9\times9$ cell gives the same energies to the printed digits.

For oxygen, equation~\eqref{eq:levels} in the $e$ channel reads
\begin{equation}
E_\pm=\frac{0.20-5.0}{2}\pm\sqrt{2.6^2+0.826\times3.0^2}
=-2.40\pm3.77\ \text{eV},
\end{equation}
or $-6.17$ and $1.37$ eV. The $a_1$ channel gives $-6.87$ and $1.47$ eV. All four energies lie outside the gap. Sulfur's antibonding levels on the same isolated site are at $1.38$ and $1.48$ eV, almost the same as oxygen's.

\textbf{Q:} How close is the imitation, and how much does it owe to the shorter bond?

\textbf{A:} Compare the $e$ push at the conduction edge:
\begin{align}
\Sigma_e^{\rm S}&=\frac{0.826\times2.5^2}{1.018+3.0}=1.29\ \text{eV},\\
\Sigma_e^{\rm O}&=\frac{0.826\times3.0^2}{1.018+5.0}=1.24\ \text{eV}.
\end{align}
Oxygen restores about $96\%$ of sulfur's push. With sulfur's coupling of $2.5$ eV it would give $0.86$ eV, about $67\%$. Equation~\eqref{eq:match} puts equality at $V_{\rm O}=3.06$ eV.

\textbf{Q:} Is the crystal's gap really clean, then?

\textbf{A:} It is clean of deep levels, meaning levels more than $0.05$ eV from both edges. None was found in the $6\times6$ or the $9\times9$ cell. A shallow level does remain: an empty $e$ pair lies $0.003$ eV below the perfect crystal's conduction edge, and this depth does not change in larger cells.

There is a reason for caution in two dimensions. Relative to sulfur, oxygen changes the push by $w=1.24-1.29=-0.05$ eV in the $e$ channel, a weak attraction. Near a parabolic band edge the density of states is constant. Let $\rho$ be its weight per unit energy on the dangling combination in the perfect crystal, and $D$ a cutoff of the order of the band width. At a depth $\delta\ll D$ below the edge, the band's contribution to the Green function is
\begin{equation}
g(E_c-\delta)\simeq-\int_0^D\frac{\rho\,dx}{x+\delta}
\simeq-\rho\ln\frac{D}{\delta}.
\end{equation}
A localized change $w$ binds a level when $1=wg$. For $w=-|w|$ this gives
\begin{equation}
\delta\simeq D\,e^{-1/(\rho|w|)} .
\end{equation}
If $\rho\ne0$, even a weak attraction binds a level, but an exponentially shallow one. This estimate treats $w$ as constant and drops the smooth part of $g$. It also assumes a constant density of states, whereas the conduction edge of this model layer is unusually flat and its density of states rises towards the edge. The formula therefore shows how a weak attraction can bind a level, but it does not give the $0.003$ eV.

\textbf{Q:} What happens as you weaken the oxygen bond?

\textbf{A:} The trap returns. The lowest empty level lies $0.12$ eV below the edge for $V_{\rm O}=2.5$ eV and $0.48$ eV below it for $2.0$ eV. At $1.0$ eV there are three empty deep levels, one at $-0.11$ eV and a pair at $0.32$ eV.

Condition~\eqref{eq:clear} gives the critical coupling of the isolated site in the $e$ channel:
\begin{equation}
V_{\rm crit}=\sqrt{\frac{(1.018-0.20)(1.018+5.0)}{0.826}}=2.44\ \text{eV}.
\end{equation}
The $a_1$ channel requires $2.52$ eV, so it sets the limit for the isolated site. At $V_{\rm O}=2.5$ eV the isolated site would have an $a_1$ level only about $0.015$ eV inside the gap, whereas the crystal has its $a_1$ level $0.12$ eV inside, and also an $e$ pair $0.11$ eV inside that the isolated site would clear. In the crystal the $e$ channel sets the limit near the edge: bringing the level within $0.05$ eV of $E_c$ takes $2.71$ eV for $e$ and $2.66$ eV for $a_1$. The simple criterion is therefore a guide to the required coupling and not a sharp threshold for the crystal.

The fixed bond angle matters here. If the shorter bond opened the angle to $95^\circ$, $f_a$ would fall to $0.83$ and the $a_1$ channel of the isolated site would require $3.2$ eV, more than the $3.0$ eV used for oxygen. The clean gap found above therefore holds for the stated angle and coupling; a real layer needs its relaxed geometry.

Equation~\eqref{eq:embedded} does include the crystal. To place an $e$ level at $0.6$ eV it asks for $V_{\rm O}=1.77$ eV, and direct diagonalization with that coupling finds the pair there. A different atom, with its $p$ level at $-8.0$ eV and its coupling scaled to keep the same ratio, gives the same level. This tests the statement that the ratio is what the host sees.

\textbf{Q:} And the carriers?

\textbf{A:} The perfect $6\times6$ cell has $36\times14=504$ electrons in $252$ filled levels. The oxygen-filled cell has the same two numbers, so its excess is zero. At six points along the path from sulfur to oxygen, end points included, the number of levels below mid-gap stayed at $252$ and no deep level appeared. With one $p$ electron fewer or more on the same orbitals, the excess is $-1$ or $+1$. The numerical output lists these values.

\section{Reading an experiment}

\textbf{Q:} Oxygen is electronegative. If it pulls charge from the metal, isn't that $p$-type doping?

\textbf{A:} Charge transfer within filled bonds is not doping. In the model the $p$ population on the site rises from $4.57$ electrons for sulfur to $4.94$ for oxygen. Those electrons belong to filled levels, whose bonding states are weighted more towards the oxygen. A hole would require an empty valence level, and the count shows none. The populations depend on the choice of orbitals and are not measured ionic charges.

\textbf{Q:} Suppose my layer becomes more conducting after oxygen treatment. Does that contradict you?

\textbf{A:} Not necessarily. If other donors are present, their electrons can fall into the empty $e$ levels of the vacancies. Removing those traps can return the electrons to the conduction band. The carrier density then rises, although the donors supplied the electrons and oxygen did not.

The argument also assumes one oxygen atom bonded to all three metals at the vacant site. An adsorbed O$_2$ molecule, or an oxygen atom attached elsewhere, has different orbitals and a different count. A strong distortion that breaks the threefold symmetry would mix the channels, and the levels would have to be calculated again. The filling argument would still hold as long as no level crossed mid-gap on the way from sulfur to the distorted oxygen site.

\section*{Table of computed values}
\begin{verbatim}
p energies S, O: -3.0, -5.0 eV
couplings V_S, V_O: 2.5, 3.0 eV
T_X, K_M: 0.20, 0.10 eV
E_D, W_D, S_D: -1.00, 0.05, 0.10 eV
bond angle: 80 degrees; cosine 0.1736
symmetry factors f_a, f_e: 1.3473, 0.8264
dangling electrons at vacancy: 2
isolated-site vacancy a1, e: -0.40, 0.20 eV
isolated-site O bonding a1, e: -6.873, -6.168 eV
isolated-site O antibonding a1, e: 1.473, 1.368 eV
isolated-site S antibonding a1, e: 1.480, 1.379 eV
host valence edge: -0.870 eV
host conduction edge: 1.018 eV
host gap: 1.888 eV
conduction edge at reduced k: 0.667, 0.389
6x6 cell: electrons 504, filled levels 252
lattice vacancy a1 (filled): -0.367 eV
lattice vacancy e (empty pair): 0.174 eV
9x9 vacancy a1, e: -0.367, 0.174 eV
weight on three dangling hybrids a1, e: 0.917, 0.952
deep-level margin from each edge: 0.05 eV
deep levels with O, 6x6 and 9x9: 0, 0
O cell highest filled level: -0.870 eV
O cell lowest empty level: 1.014 eV
e push at conduction edge from S: 1.286 eV
e push at conduction edge from O: 1.236 eV
e push from O with V = V_S: 0.858 eV
V_O for push equal to S: 3.060 eV
isolated-site critical V_O for a1, e: 2.516, 2.440 eV
lowest empty level below edge, V_O=2.0 eV: 0.4778 eV
lowest empty level below edge, V_O=2.5 eV: 0.1238 eV
lowest empty level below edge, V_O=3.0 eV: 0.0034 eV
V_O=1.0 eV, empty deep levels: -0.110, 0.321, 0.321 eV
embedded test: level 0.6 eV needs V_O = 1.766 eV
p population on site, S and O: 4.565, 4.936 electrons
substituent with 3 p electrons: excess electrons -1
substituent with 4 p electrons: excess electrons +0
substituent with 5 p electrons: excess electrons +1
\end{verbatim}
